# Symmetrised multislice: norm conservation and second-order convergence in slice thickness: test program

```python
"""Symmetrised multislice propagation of a fast electron through a crystal.

Result under test, in Hartree atomic units:
  i d(psi)/dz = (A + B) psi,  A = -Laplacian_xy/(2k),  B = -sigma V(x,y,z)
  slice = exp(-i h A/2) exp(i sigma * integral of V over slice) exp(-i h A/2)
For real V the norm is conserved for every slice thickness h, and
  psi_h = psi + h^2 chi + O(h^4),
  chi(t) = (i/24) integral U(t,z) [A,[A,B]] psi dz
           - (1/12) { [A,B(t)] psi(t) - U(t,0) [A,B(0)] psi(0) }.
k: relativistic wave number, sigma: 1/speed, U: exact paraxial propagator.
The crystal is a model fcc lattice of Gaussian atoms, beam along a cube axis.
The reference solution uses neither slices nor Fourier transforms.
"""
import numpy as np
from scipy import constants as const
from scipy.fft import fft2, ifft2
from scipy.integrate import solve_ivp
from scipy.special import erf

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
LIGHT = 1.0 / const.fine_structure

EDGE = 8.0          # cubic cell edge, bohr
PEAK = 20.0         # peak potential of one atom, hartree per unit charge
WIDTH = 0.4         # Gaussian width of one atom, bohr
CELLS = 10          # cells along the beam
GRID = 32           # transverse points per cell edge
BEAM_KEV = 30.0
FIRST_PLANE = EDGE / 4   # depth of the first atomic plane

energy = BEAM_KEV * 1e3 / HARTREE_EV


def wave_number(e):
    return np.sqrt(2 * e + (e / LIGHT) ** 2)


k = wave_number(energy)
sigma = (1 + energy / LIGHT**2) / k
thickness = CELLS * EDGE
images = EDGE * np.arange(-3, 4)


def periodic_gauss(u):
    u = np.mod(np.asarray(u, dtype=float), EDGE)
    return np.exp(-(u[..., None] - images) ** 2 / (2 * WIDTH**2)).sum(-1)


def gauss_integral(z0, z1, centre):
    scale = np.sqrt(2) * WIDTH
    upper = erf((z1 - centre - images) / scale)
    lower = erf((z0 - centre - images) / scale)
    return WIDTH * np.sqrt(np.pi / 2) * np.sum(upper - lower)


def plane_patterns(n):
    x = np.arange(n) * EDGE / n
    p, q = periodic_gauss(x), periodic_gauss(x - EDGE / 2)
    return (PEAK * (np.outer(p, p) + np.outer(q, q)),
            PEAK * (np.outer(p, q) + np.outer(q, p)))


def multislice(psi, h, cells=CELLS, first=FIRST_PLANE, symmetric=True,
               band_limit=False, absorption=0.0):
    n = psi.shape[0]
    per_cell = int(round(EDGE / h))
    assert abs(per_cell * h - EDGE) < 1e-12
    index = np.fft.fftfreq(n, 1.0 / n)
    g2 = (2 * np.pi / EDGE) ** 2 * (index[:, None]**2 + index[None, :]**2)
    half = np.exp(-1j * g2 * h / (4 * k))
    full = half**2
    if band_limit:
        keep = g2 <= (2 / 3 * np.pi * n / EDGE) ** 2
        half, full = half * keep, full * keep
    one, two = plane_patterns(n)
    transmission = []
    for j in range(per_cell):
        z0, z1 = j * h, (j + 1) * h
        projected = (one * gauss_integral(z0, z1, first)
                     + two * gauss_integral(z0, z1, first + EDGE / 2))
        transmission.append(
            np.exp(1j * sigma * projected * (1 + 1j * absorption)))
    for _ in range(cells):
        for t_slice in transmission:
            if symmetric:
                psi = t_slice * ifft2(half * fft2(psi))
                psi = ifft2(half * fft2(psi))
            else:
                psi = ifft2(full * fft2(t_slice * psi))
    return psi


def reference(cells, first):
    """Adaptive integration of psi and of the error coefficient chi."""
    n = GRID
    j = np.arange(n)
    diff = j[:, None] - j[None, :]
    safe = np.where(diff == 0, 1, diff)
    second = -(-1.0) ** diff / (2 * np.sin(np.pi * safe / n) ** 2)
    second[j, j] = -(n**2 + 2) / 12
    kin = (-(2 * np.pi / EDGE) ** 2 * second / (2 * k)).astype(complex)
    one, two = plane_patterns(n)

    def a_op(f):
        return kin @ f + f @ kin

    def b_field(z):
        w = periodic_gauss(np.array([z - first, z - first - EDGE / 2]))
        return -sigma * (w[0] * one + w[1] * two)

    def commutator(z, f):
        b = b_field(z)
        return a_op(b * f) - b * a_op(f)

    def rhs(z, y):
        psi, chi = y.reshape(2, n, n)
        b = b_field(z)
        a_psi = a_op(psi)
        b_psi = b * psi
        double = a_op(a_op(b_psi) - 2 * b * a_psi) + b * a_op(a_psi)
        d_psi = -1j * (a_psi + b_psi)
        d_chi = -1j * (a_op(chi) + b * chi) + 1j * double / 24
        return np.concatenate([d_psi.ravel(), d_chi.ravel()])

    start = np.ones((n, n), dtype=complex)
    chi0 = commutator(0.0, start) / 12
    end = cells * EDGE
    sol = solve_ivp(rhs, (0.0, end),
                    np.concatenate([start.ravel(), chi0.ravel()]),
                    method="DOP853", rtol=1e-12, atol=1e-13,
                    t_eval=[end])
    assert sol.success
    psi, chi = sol.y[:, -1].reshape(2, n, n)
    return psi, chi - commutator(end, psi) / 12


def rms(f):
    return np.sqrt(np.mean(np.abs(f) ** 2))


def intensities(f):
    return np.abs(fft2(f) / f.size) ** 2


# Interaction constant against the slope of the dispersion relation
slope = (wave_number(energy + 1) - wave_number(energy - 1)) / 2
assert abs(slope / sigma - 1) < 1e-6

plane = np.ones((GRID, GRID), dtype=complex)
exact, chi = reference(CELLS, FIRST_PLANE)
assert abs(rms(exact) ** 2 - 1) < 1e-8

# Norm conservation and second order
steps = [8.0, 4.0, 2.0, 1.0, 0.5, 0.25, 0.125, 0.0625]
waves = {h: multislice(plane, h) for h in steps}
defect = {h: abs(rms(waves[h]) ** 2 - 1) for h in steps}
error = {h: rms(waves[h] - exact) for h in steps}
order = {h: np.log2(error[2 * h] / error[h]) for h in steps[1:]}
assert max(defect.values()) < 1e-11
assert error[8.0] > 0.01
assert abs(order[0.125] - 2) < 0.03 and abs(order[0.0625] - 2) < 0.02

# Error coefficient: measured against the commutator formula
mismatch = {h: rms((waves[h] - exact) / h**2 - chi) / rms(chi)
            for h in (0.25, 0.125)}
assert mismatch[0.125] < 0.05
assert 3.5 < mismatch[0.25] / mismatch[0.125] < 4.5

# Slab whose surfaces cut atomic planes: surface terms are needed
cut_exact, cut_chi = reference(1, 0.0)
h_cut = 0.0625
cut_wave = multislice(plane, h_cut, cells=1, first=0.0)
cut_mismatch = rms((cut_wave - cut_exact) / h_cut**2 - cut_chi) / rms(cut_chi)
assert cut_mismatch < 0.02

# Richardson extrapolation is fourth order
extrapolated = {h: rms((4 * waves[h / 2] - waves[h]) / 3 - exact)
                for h in (0.25, 0.125)}
rich_ratio = extrapolated[0.25] / extrapolated[0.125]
assert 13 < rich_ratio < 19

# Conventional slice: plane wave
conventional = {h: multislice(plane, h, symmetric=False)
                for h in (0.25, 0.125)}
conv_error = {h: rms(f - exact) for h, f in conventional.items()}
conv_order = np.log2(conv_error[0.25] / conv_error[0.125])
conv_gap = max(np.max(np.abs(intensities(f) - intensities(waves[h])))
               for h, f in conventional.items())
assert abs(conv_order - 1) < 0.1
assert conv_gap < 1e-11

# Conventional slice: focused probe, off the symmetry points
idx = np.fft.fftfreq(GRID, 1.0 / GRID)
ix, iy = np.meshgrid(idx, idx, indexing="ij")
aperture = (ix**2 + iy**2 <= 9) * np.exp(-2j * np.pi * (0.15*ix + 0.30*iy))
probe = ifft2(aperture)
probe = probe / rms(probe)
probe_gap = {}
for h in (0.25, 0.125):
    sym = intensities(multislice(probe, h))
    con = intensities(multislice(probe, h, symmetric=False))
    probe_gap[h] = np.sum(np.abs(sym - con))
probe_ratio = probe_gap[0.25] / probe_gap[0.125]
assert 1.8 < probe_ratio < 2.2

# Band limit and absorption both break norm conservation
band_loss = {h: 1 - rms(multislice(plane, h, band_limit=True)) ** 2
             for h in (0.0625, 0.03125)}
band_ratio = band_loss[0.0625] / band_loss[0.03125]
assert band_loss[0.03125] > 1e-10
assert 1.8 < band_ratio < 2.2
absorb_fraction = 0.05
absorbed_norm = rms(multislice(plane, 0.25, absorption=absorb_fraction)) ** 2
assert absorbed_norm < 0.999

# Transverse grid
fine = multislice(np.ones((2 * GRID, 2 * GRID), dtype=complex), 0.25)
grid_change = rms(fine[::2, ::2] - waves[0.25])
assert grid_change < 1e-3

# Size of the paraxial approximation for one beam in free flight
g4 = 4 * 2 * np.pi / EDGE
parax = thickness * (np.sqrt(k**2 - g4**2) - k + g4**2 / (2 * k))

one, two = plane_patterns(GRID)
inner = np.mean(one + two) * gauss_integral(0, EDGE, FIRST_PLANE) / EDGE
atom_phase = sigma * PEAK * WIDTH * np.sqrt(2 * np.pi)

print(f"beam energy: {BEAM_KEV:.1f} keV = {energy:.3f} hartree")
print(f"wave number k: {k:.4f} 1/bohr")
print(f"wavelength: {2*np.pi/k:.5f} bohr = {2e3*np.pi/k*BOHR_NM:.4f} pm")
print(f"interaction constant sigma: {sigma:.6f} 1/(hartree bohr)")
print(f"sigma from slope of k(E): {slope:.6f} 1/(hartree bohr)")
print(f"cell edge: {EDGE:.1f} bohr; atom width: {WIDTH:.1f} bohr")
print(f"atom peak potential: {PEAK:.1f} hartree per unit charge")
print(f"depth of first atomic plane: {FIRST_PLANE:.1f} bohr")
print(f"mean potential: {inner:.4f} hartree = {inner*HARTREE_EV:.3f} eV")
print(f"phase through one atom centre: {atom_phase:.4f} rad")
print(f"thickness: {thickness:.1f} bohr = {thickness*BOHR_NM:.3f} nm")
print(f"transverse grid: {GRID} x {GRID} points")
print("slice (bohr) | norm defect | rms wave error | observed order")
for h in steps:
    shown = f"{order[h]:.4f}" if h in order else "-"
    print(f"{h:8.4f} | {defect[h]:.1e} | {error[h]:.4e} | {shown}")
print("beam | intensity: reference | slice 4 bohr | slice 1 bohr")
tables = [intensities(f) for f in (exact, waves[4.0], waves[1.0])]
for beam in ((0, 0), (2, 0), (2, 2), (4, 0)):
    row = " | ".join(f"{t[beam]:.6f}" for t in tables)
    print(f"{beam} | {row}")
print(f"rms of chi from commutator formula: {rms(chi):.5e} 1/bohr^2")
print(f"measured error/h^2 at h=0.125: {error[0.125]/0.125**2:.5e} 1/bohr^2")
for h in (0.25, 0.125):
    print(f"relative mismatch with chi, h={h} bohr: {mismatch[h]:.3e}")
print(f"cut-plane slab, rms of chi: {rms(cut_chi):.5e} 1/bohr^2")
print(f"cut-plane slab, mismatch at h={h_cut} bohr: {cut_mismatch:.3e}")
for h in (0.25, 0.125):
    print(f"Richardson error from h={h} and h/2: {extrapolated[h]:.3e}")
print(f"Richardson error ratio on halving: {rich_ratio:.3f}")
for h in (0.25, 0.125):
    print(f"conventional wave error, h={h} bohr: {conv_error[h]:.4e}")
print(f"conventional observed order: {conv_order:.4f}")
print(f"plane wave, largest intensity gap: {conv_gap:.1e}")
print(f"probe, summed intensity gap at h=0.25: {probe_gap[0.25]:.3e}")
print(f"probe, gap ratio on halving h: {probe_ratio:.3f}")
for h in (0.0625, 0.03125):
    print(f"norm lost to 2/3 band limit, h={h} bohr: {band_loss[h]:.3e}")
print(f"band-limit loss ratio on halving h: {band_ratio:.3f}")
print(f"norm with imaginary/real ratio {absorb_fraction}: {absorbed_norm:.5f}")
print(f"rms change on doubling transverse grid: {grid_change:.2e}")
print(f"paraxial phase gap, beam (4,0), full thickness: {parax:.5f} rad")
print("done: every assertion held")
```

It prints:

```
beam energy: 30.0 keV = 1102.480 hartree
wave number k: 47.6412 1/bohr
wavelength: 0.13189 bohr = 6.9791 pm
interaction constant sigma: 0.022223 1/(hartree bohr)
sigma from slope of k(E): 0.022223 1/(hartree bohr)
cell edge: 8.0 bohr; atom width: 0.4 bohr
atom peak potential: 20.0 hartree per unit charge
depth of first atomic plane: 2.0 bohr
mean potential: 0.1575 hartree = 4.286 eV
phase through one atom centre: 0.4456 rad
thickness: 80.0 bohr = 4.233 nm
transverse grid: 32 x 32 points
slice (bohr) | norm defect | rms wave error | observed order
  8.0000 | 4.4e-16 | 4.0692e-02 | -
  4.0000 | 4.4e-16 | 2.8937e-03 | 3.8137
  2.0000 | 1.8e-15 | 3.9707e-03 | -0.4565
  1.0000 | 8.9e-16 | 5.5298e-04 | 2.8441
  0.5000 | 4.4e-16 | 7.3858e-05 | 2.9044
  0.2500 | 2.7e-15 | 1.8520e-05 | 1.9957
  0.1250 | 4.4e-15 | 4.6301e-06 | 2.0000
  0.0625 | 5.3e-15 | 1.1575e-06 | 2.0000
beam | intensity: reference | slice 4 bohr | slice 1 bohr
(0, 0) | 0.710414 | 0.712197 | 0.710229
(2, 0) | 0.059356 | 0.058975 | 0.059402
(2, 2) | 0.008861 | 0.008810 | 0.008866
(4, 0) | 0.002044 | 0.002031 | 0.002043
rms of chi from commutator formula: 2.96326e-04 1/bohr^2
measured error/h^2 at h=0.125: 2.96325e-04 1/bohr^2
relative mismatch with chi, h=0.25 bohr: 4.061e-04
relative mismatch with chi, h=0.125 bohr: 1.009e-04
cut-plane slab, rms of chi: 5.74484e-04 1/bohr^2
cut-plane slab, mismatch at h=0.0625 bohr: 4.252e-04
Richardson error from h=0.25 and h/2: 1.884e-09
Richardson error from h=0.125 and h/2: 1.191e-10
Richardson error ratio on halving: 15.827
conventional wave error, h=0.25 bohr: 3.1205e-03
conventional wave error, h=0.125 bohr: 1.5597e-03
conventional observed order: 1.0005
plane wave, largest intensity gap: 1.7e-15
probe, summed intensity gap at h=0.25: 1.015e-03
probe, gap ratio on halving h: 2.000
norm lost to 2/3 band limit, h=0.0625 bohr: 1.627e-06
norm lost to 2/3 band limit, h=0.03125 bohr: 8.143e-07
band-limit loss ratio on halving h: 1.998
norm with imaginary/real ratio 0.05: 0.94327
rms change on doubling transverse grid: 1.50e-04
paraxial phase gap, beam (4,0), full thickness: -0.00903 rad
done: every assertion held
```
